# Why saturation suppresses aspect-ratio dependence in atomic layer etching: a program that tests the result

```python
"""
Atomic layer etching in a long trench: result under test.
Depth per cycle = d0*g, g = (1-exp(-x))*(1-exp(-y))/(1-exp(-x-y)).
x, y : dimensionless neutral and ion reactive fluences at the trench bottom.
a    : aspect ratio, depth/width.  d0 : depth of one full modified layer.
A    : bottom arrival per mouth flux before any reflection from the bottom.
B    : probability that a particle leaving the bottom returns to it.
x = s*kappa*(mouth fluence per site - (B/A)*g), kappa = A/(1-B).
s    : neutral uptake probability on an empty site.
Large x and y remove the dependence on a; finite step times restore it.
Lengths in the transport functions are measured in trench widths.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import PchipInterpolator
from scipy.optimize import brentq
from scipy.special import erf

# Rough typical parameters for silicon, chlorine radicals and argon ions.
layer_nm = 0.5
silicon_density = 5.0e22       # atoms/cm3
site_density = 2.0e15          # chlorine sites/cm2
uptake = 0.05
wall_loss = 0.01
radical_mtorr = 0.3
gas_kelvin = 300.0
ion_flux = 5.0e15              # ions/cm2/s
ion_yield = 0.5                # Si atoms per ion, full coverage
ion_energy = 50.0              # eV
ion_transverse = 0.05          # eV
bare_yield = 0.005             # Si atoms per ion, bare silicon
total_mtorr = 10.0
molecule_diameter = 0.4e-9     # m
short, long = (1.0, 2.0), (10.0, 10.0)
widths_nm = (20.0, 100.0)
cycles = 800
deep = 20.0

pascal_per_mtorr = const.torr * 1e-3
radical_mass = 35.45 * const.atomic_mass
thermal = const.k * gas_kelvin
radical_flux = (radical_mtorr * pascal_per_mtorr
                / np.sqrt(2 * np.pi * radical_mass * thermal)) * 1e-4
dose_rate = radical_flux / site_density
layer_atoms = silicon_density * layer_nm * 1e-7
ion_rate = ion_yield * ion_flux / layer_atoms
angle_sigma = np.sqrt(ion_transverse / (2 * ion_energy))


def trench_transport(a, loss, panels=160):
    """A and B from diffuse exchange between panels (crossed strings)."""
    if a == 0:
        return 1.0, 0.0
    edge = np.linspace(0, a, panels + 1)
    lo, hi = edge[:-1], edge[1:]
    size = hi - lo

    def string(u, v):
        return np.sqrt(1 + (u[:, None] - v[None, :])**2)

    across = (string(lo, hi) + string(hi, lo)
              - string(lo, lo) - string(hi, hi)) / (2 * size[:, None])
    to_top = (size + np.sqrt(1 + lo**2) - np.sqrt(1 + hi**2)) / (2 * size)
    to_bottom = to_top[::-1]
    matrix = np.eye(panels) - (1 - loss) * across
    from_top = np.linalg.solve(matrix, to_top)
    from_bottom = np.linalg.solve(matrix, to_bottom)
    weight = 2 * (1 - loss) * size * to_bottom
    direct = np.sqrt(1 + a * a) - a
    return direct + weight @ from_top, weight @ from_bottom


def traced_bottom_flux(a, loss, sticking, number, rng):
    """Bottom hits per particle entering the mouth, by particle tracing."""
    x, z = rng.random(number), np.zeros(number)
    dx = rng.uniform(-1, 1, number)
    dz = np.sqrt(1 - dx**2)
    hits = 0
    while x.size:
        tx = np.where(dx > 0, 1 - x, -x) / dx
        tz = np.where(dz > 0, a - z, -z) / dz
        side = tx < tz
        step = np.minimum(tx, tz)
        x, z = x + dx * step, z + dz * step
        bottom = ~side & (dz > 0)
        hits += bottom.sum()
        lost = np.where(side, loss, sticking)
        keep = (side | bottom) & (rng.random(x.size) >= lost)
        right = (dx > 0)[keep]
        x, z, side = x[keep], z[keep], side[keep]
        x = np.where(side, np.where(right, 1.0, 0.0), x)
        z = np.where(side, z, a)
        sine = rng.uniform(-1, 1, x.size)
        cosine = np.sqrt(1 - sine**2)
        dx = np.where(side, np.where(right, -cosine, cosine), sine)
        dz = np.where(side, sine, -cosine)
    return hits / number


def ion_fraction(a):
    if a == 0:
        return 1.0
    q = a * angle_sigma
    return (erf(1 / (np.sqrt(2) * q))
            - q * np.sqrt(2 / np.pi) * (1 - np.exp(-1 / (2 * q * q))))


def local_ion_fraction(position, a):
    q = np.sqrt(2) * a * angle_sigma
    return 0.5 * (erf(position / q) + erf((1 - position) / q))


def cycle_fraction(x, y):
    return np.expm1(-x) * np.expm1(-y) / (-np.expm1(-x - y))


transport_cache = {}


def transport(a):
    if a not in transport_cache:
        transport_cache[a] = trench_transport(a, wall_loss)
    return transport_cache[a]


def etch(neutral_a, ion_a, recipe, extra=0.0):
    """Return g, x, y; extra = additional uptake per bottom site."""
    A, B = transport(neutral_a)
    kappa = A / (1 - B)
    tau = dose_rate * recipe[0]
    y = ion_rate * ion_fraction(ion_a) * recipe[1]

    def neutral_dose(g):
        return uptake * kappa * (tau - B / A * (g + extra))

    top = 1.0 if B == 0 else min(1.0, tau * A / B - extra)
    g = brentq(lambda v: v - cycle_fraction(neutral_dose(v), y),
               0.0, top, xtol=1e-14)
    return g, neutral_dose(g), y


rng = np.random.default_rng(7)

# Neutral transport against particle tracing, including a lossless trench.
for a, loss, sticking, tolerance in ((5.0, 0.02, 0.3, 0.025),
                                     (5.0, 0.0, 0.0, 0.03),
                                     (deep, wall_loss, uptake, 0.05)):
    A, B = trench_transport(a, loss)
    predicted = A / (1 - B * (1 - sticking))
    traced = traced_bottom_flux(a, loss, sticking, 300000, rng)
    # Tolerance covers sampling noise and the uniform-bottom approximation.
    assert abs(traced / predicted - 1) < tolerance, (a, traced, predicted)
fine = np.array(trench_transport(deep, wall_loss, 320))
assert np.allclose(fine, transport(deep), rtol=5e-3)
lossless = trench_transport(deep, 0.0)
assert abs(sum(lossless) - 1) < 1e-9

# Ion transmission from sampled physical velocities and positions.
ion_mass = 39.95 * const.atomic_mass
lateral = rng.normal(0, np.sqrt(ion_transverse * const.e / ion_mass), 1000000)
forward = np.sqrt(2 * ion_energy * const.e / ion_mass)
for a in (5.0, deep):
    landing = rng.random(lateral.size) + a * lateral / forward
    sampled = np.mean((landing > 0) & (landing < 1))
    assert abs(sampled - ion_fraction(a)) < 0.003
    average = quad(local_ion_fraction, 0, 1, args=(a,))[0]
    assert abs(average - ion_fraction(a)) < 1e-8

# Repeated cycles by direct integration of the coverage kinetics.
for a, recipe in ((deep, short), (8.0, (0.4, 0.7)), (deep, long)):
    A, B = transport(a)

    def modification(t, state):
        flux = A / (1 - B * (1 - uptake * (1 - state[0])))
        return [dose_rate * uptake * (1 - state[0]) * flux,
                dose_rate * uptake * flux]

    def removal(t, state):
        return [-ion_rate * ion_fraction(a) * state[0]]

    coverage = 0.0
    for _ in range(20):
        filled = solve_ivp(modification, (0, recipe[0]), [coverage, 0.0],
                           rtol=1e-8, atol=1e-11).y[:, -1]
        coverage = solve_ivp(removal, (0, recipe[1]), [filled[0]],
                             rtol=1e-8, atol=1e-11).y[0, -1]
    g, x, y = etch(a, a, recipe)
    assert abs(filled[0] - coverage - g) < 1e-6
    assert abs(filled[1] - x) < 1e-5

# Saturation bound, weak-dose limit and elasticity.
for x, y in rng.uniform(0.01, 12, (300, 2)):
    g = cycle_fraction(x, y)
    assert -1e-13 <= 1 - g <= np.exp(-x) + np.exp(-y) + 1e-13
assert abs(cycle_fraction(0.002, 0.003) / 0.0012 - 1) < 1e-5


def elasticity(x, y):
    p, q = np.exp(-x), np.exp(-y)
    return x * p * (1 - q) / ((1 - p) * (1 - p * q))


for x, y in ((0.3, 2.0), (2.0, 0.7), (5.0, 4.0)):
    h = 1e-4
    slope = (np.log(cycle_fraction(x * np.exp(h), y))
             - np.log(cycle_fraction(x * np.exp(-h), y))) / (2 * h)
    assert abs(slope - elasticity(x, y)) < 1e-6

# Depth accumulation in two trench widths.
grid = np.array([0, .25, .5, 1, 2, 3, 4, 6, 8, 10, 12, 14, 16, 18, 20.])
depths = {}
for name, recipe in (("short", short), ("long", long)):
    curve = PchipInterpolator(grid, [etch(a, a, recipe)[0] for a in grid])
    assert abs(curve(5.0) - etch(5.0, 5.0, recipe)[0]) < 2e-3
    for width in widths_nm:
        depth = 0.0
        for _ in range(cycles):
            depth += layer_nm * float(curve(depth / width))
        depths[name, width] = depth
lag = {name: 100 * (1 - depths[name, widths_nm[0]]
                    / depths[name, widths_nm[1]])
       for name in ("short", "long")}
assert lag["short"] > 10 * lag["long"]

# Each transport deficit alone lowers the short-cycle depth.
open_short = etch(0, 0, short)[0]
neutral_only = etch(deep, 0, short)[0]
ion_only = etch(0, deep, short)[0]
both = etch(deep, deep, short)[0]
assert both < min(neutral_only, ion_only)
assert max(neutral_only, ion_only) < open_short

# Scaling both step times moves between flux-limited and saturated etching.
scales = (0.02, 1.0, 2.0, 4.0)
ratios = []
for scale in scales:
    recipe = tuple(scale * t for t in short)
    ratios.append(etch(deep, deep, recipe)[0] / etch(0, 0, recipe)[0])
assert np.all(np.diff(ratios) > 0)

# Sufficient step times for a one percent shortfall.
shortfall = 0.01
needed = {}
for a in (0, deep):
    A, B = transport(a)
    target = np.log(2 / shortfall)
    needed[a] = ((target * (1 - B) / (A * uptake) + B / A) / dose_rate,
                 target / (ion_rate * ion_fraction(a)))
    assert etch(a, a, needed[a])[0] >= 1 - shortfall


def bare_sputter_nm(a, recipe):
    g, x, y = etch(a, a, recipe)
    return (bare_yield * ion_flux * ion_fraction(a) * recipe[1]
            * (1 - g / y) / silicon_density * 1e7)


g, x, y = etch(deep, deep, long)
start = g / (1 - np.exp(-y))
bare_time = quad(lambda t: 1 - start * np.exp(-y * t / long[1]),
                 0, long[1])[0]
check = (bare_yield * ion_flux * ion_fraction(deep) * bare_time
         / silicon_density * 1e7)
assert abs(check - bare_sputter_nm(deep, long)) < 1e-8

A, B = transport(deep)
print(f"Layer d0 {layer_nm} nm; Si density {silicon_density:.1e} cm^-3")
print(f"Cl sites {site_density:.1e} cm^-2; uptake s {uptake}")
print(f"Wall recombination probability {wall_loss}")
print(f"Cl pressure {radical_mtorr} mTorr; gas {gas_kelvin:.0f} K")
print(f"Cl mouth flux {radical_flux:.3e} cm^-2 s^-1")
print(f"Cl mouth dose rate {dose_rate:.2f} per site per s")
print(f"Ion flux {ion_flux:.1e} cm^-2 s^-1; yield {ion_yield} Si/ion")
print(f"Ion energy {ion_energy} eV; transverse kT {ion_transverse} eV")
print(f"Open ion removal rate {ion_rate:.3f} s^-1")
print(f"Ion angular width {angle_sigma:.5f} rad")
print(f"Short steps: neutral {short[0]} s, ion {short[1]} s")
print(f"Long steps: neutral {long[0]} s, ion {long[1]} s")
print(f"AR {deep:.0f}: A {A:.4f}, B {B:.4f}, kappa {A/(1-B):.4f}")
print(f"AR {deep:.0f}, no wall loss: A {lossless[0]:.4f}, "
      f"B {lossless[1]:.4f}, kappa {lossless[0]/(1-lossless[1]):.4f}")
print(f"AR {deep:.0f}: ion fraction K_i {ion_fraction(deep):.4f}")
for name, recipe in (("short", short), ("long", long)):
    for a in (0, 5.0, 10.0, deep):
        g, x, y = etch(a, a, recipe)
        print(f"{name}, AR {a:.0f}: x {x:.3f}, y {y:.3f}, g {g:.5f}, "
              f"depth/cycle {layer_nm*g:.4f} nm")
for name, recipe in (("short", short), ("long", long)):
    g, x, y = etch(deep, deep, recipe)
    print(f"{name}, AR {deep:.0f}: elasticity to x {elasticity(x,y):.5f}, "
          f"to y {elasticity(y,x):.5f}")
print(f"Short, AR {deep:.0f}: neutral deficit only g {neutral_only:.4f}")
print(f"Short, AR {deep:.0f}: ion deficit only g {ion_only:.4f}")
for name, recipe in (("long neutral/short ion", (long[0], short[1])),
                     ("short neutral/long ion", (short[0], long[1]))):
    print(f"{name}: g open {etch(0,0,recipe)[0]:.4f}, "
          f"AR {deep:.0f} {etch(deep,deep,recipe)[0]:.4f}")
for scale, ratio in zip(scales, ratios):
    print(f"Short times x {scale}: depth ratio AR {deep:.0f}/open {ratio:.4f}")
for name in ("short", "long"):
    print(f"{name}, {cycles} cycles: {widths_nm[0]:.0f} nm trench "
          f"{depths[name,widths_nm[0]]:.2f} nm, {widths_nm[1]:.0f} nm trench "
          f"{depths[name,widths_nm[1]]:.2f} nm, lag {lag[name]:.2f} %")
for a in (0, deep):
    print(f"Times for {100*shortfall:.0f} % shortfall, AR {a:.0f}: "
          f"neutral {needed[a][0]:.2f} s, ion {needed[a][1]:.2f} s")
print(f"Assumed bare-Si sputter yield {bare_yield} Si/ion")
for name, recipe in (("short", short), ("long", long)):
    print(f"{name}: bare-Si sputter/cycle open "
          f"{bare_sputter_nm(0,recipe):.4f} nm, AR {deep:.0f} "
          f"{bare_sputter_nm(deep,recipe):.4f} nm")
    g, x, y = etch(deep, deep, recipe)
    y_open = ion_rate * recipe[1]
    local = quad(lambda u: cycle_fraction(
        x, y_open * local_ion_fraction(u, deep)), 0, 1)[0]
    corner = cycle_fraction(x, y_open * local_ion_fraction(0, deep))
    print(f"{name}, AR {deep:.0f}: ion-resolved mean g {local:.4f}, "
          f"corner g {corner:.4f}")
    extra = ((1 - ion_fraction(deep)) * y_open
             + 2 * layer_nm * g / widths_nm[0])
    print(f"{name}, AR {deep:.0f}: extra wall uptake {extra:.3f} per site, "
          f"g {etch(deep,deep,recipe,extra)[0]:.4f}")
free_path = thermal / (np.sqrt(2) * np.pi * molecule_diameter**2
                       * total_mtorr * pascal_per_mtorr)
speed = np.sqrt(8 * thermal / (np.pi * radical_mass))
fill_time = deep**2 * widths_nm[0] * 1e-9 / speed
print(f"Gas mean free path at {total_mtorr:.0f} mTorr: {free_path*1e3:.2f} mm")
print(f"Trench filling time, order of size: {fill_time*1e9:.1f} ns")
assert free_path > 1000 * widths_nm[1] * 1e-9
assert fill_time < 1e-4 * short[0]
print("verified")
```

Printed output:

```
Layer d0 0.5 nm; Si density 5.0e+22 cm^-3
Cl sites 2.0e+15 cm^-2; uptake s 0.05
Wall recombination probability 0.01
Cl pressure 0.3 mTorr; gas 300 K
Cl mouth flux 1.022e+17 cm^-2 s^-1
Cl mouth dose rate 51.09 per site per s
Ion flux 5.0e+15 cm^-2 s^-1; yield 0.5 Si/ion
Ion energy 50.0 eV; transverse kT 0.05 eV
Open ion removal rate 1.000 s^-1
Ion angular width 0.02236 rad
Short steps: neutral 1.0 s, ion 2.0 s
Long steps: neutral 10.0 s, ion 10.0 s
AR 20: A 0.1032, B 0.7503, kappa 0.4131
AR 20, no wall loss: A 0.1540, B 0.8460, kappa 1.0000
AR 20: ion fraction K_i 0.6471
short, AR 0: x 2.555, y 2.000, g 0.80594, depth/cycle 0.4030 nm
short, AR 5: x 2.179, y 1.822, g 0.75721, depth/cycle 0.3786 nm
short, AR 10: x 1.710, y 1.643, g 0.68475, depth/cycle 0.3424 nm
short, AR 20: x 0.979, y 1.294, g 0.50532, depth/cycle 0.2527 nm
long, AR 0: x 25.547, y 10.000, g 0.99995, depth/cycle 0.5000 nm
long, AR 5: x 22.312, y 9.108, g 0.99989, depth/cycle 0.4999 nm
long, AR 10: x 17.804, y 8.216, g 0.99973, depth/cycle 0.4999 nm
long, AR 20: x 10.403, y 6.471, g 0.99842, depth/cycle 0.4992 nm
short, AR 20: elasticity to x 0.47659, to y 0.34022
long, AR 20: elasticity to x 0.00032, to y 0.01003
Short, AR 20: neutral deficit only g 0.5660
Short, AR 20: ion deficit only g 0.6841
long neutral/short ion: g open 0.8647, AR 20 0.7259
short neutral/long ion: g open 0.9222, AR 20 0.6175
Short times x 0.02: depth ratio AR 20/open 0.4949
Short times x 1.0: depth ratio AR 20/open 0.6270
Short times x 2.0: depth ratio AR 20/open 0.8266
Short times x 4.0: depth ratio AR 20/open 0.9779
short, 800 cycles: 20 nm trench 286.64 nm, 100 nm trench 317.14 nm, lag 9.62 %
long, 800 cycles: 20 nm trench 399.83 nm, 100 nm trench 399.97 nm, lag 0.04 %
Times for 1 % shortfall, AR 0: neutral 2.07 s, ion 5.30 s
Times for 1 % shortfall, AR 20: neutral 5.16 s, ion 8.19 s
Assumed bare-Si sputter yield 0.005 Si/ion
short: bare-Si sputter/cycle open 0.0060 nm, AR 20 0.0039 nm
short, AR 20: ion-resolved mean g 0.5033, corner g 0.4530
short, AR 20: extra wall uptake 0.731 per site, g 0.4776
long: bare-Si sputter/cycle open 0.0450 nm, AR 20 0.0274 nm
long, AR 20: ion-resolved mean g 0.9979, corner g 0.9923
long, AR 20: extra wall uptake 3.579 per site, g 0.9984
Gas mean free path at 10 mTorr: 4.37 mm
Trench filling time, order of size: 18.9 ns
verified
```
